# Shooting for Dirac bound states with a quadratically convergent energy correction

## Result

Let $P(r)$ and $Q(r)$ be the large and small radial components of a Dirac electron in a central potential $V(r)$. At a trial energy $\varepsilon$, integrate the regular solution outward from the origin and the decaying solution inward from large $r$. Scale them so that $P$ is continuous at a matching radius $r_m$, with common value $P_m$. In general $Q$ then jumps there by $J=Q_{\rm out}(r_m)-Q_{\rm in}(r_m)$. The correction

$$\delta=\frac{c\,P_m\,J}{\int_0^\infty (P^2+Q^2)\,dr}\qquad(1)$$

is a Newton step towards the bound-state energy $\varepsilon^*$. If the true $P^*$ does not vanish at $r_m$, the error $e=\varepsilon-\varepsilon^*$ becomes

$$e_{\rm new}=K e^2+O(e^3),\qquad K=\frac{\langle\psi^*,\dot\psi\rangle}{\langle\psi^*,\psi^*\rangle},\qquad(2)$$

where $\langle\psi_1,\psi_2\rangle=\int_0^\infty(P_1P_2+Q_1Q_2)\,dr$ and $\dot\psi$ is the energy derivative of the joined solution at fixed $P_m$, taken at $\varepsilon^*$.

## Equations and assumptions

The algebra is in atomic units, and $\varepsilon$ excludes the rest energy. With upper and lower spinor parts $P/r$ and $iQ/r$ times the usual spin-angular functions,

$$P'=-\frac{\kappa}{r}P+aQ,\qquad Q'=\frac{\kappa}{r}Q-bP,\qquad b=\frac{\varepsilon-V}{c},\quad a=b+2c.\qquad(3)$$

I assume that $V<0$ rises strictly to zero, and that $-2c^2<\varepsilon<0$. Then $a>0$ everywhere. The nucleus is a point charge with $Z/c<|\kappa|$, and near the origin $V=-Z/r+\sum_{j\ge0}v_jr^j$.

## Series start at the origin

Insert $P=r^\gamma\sum_k p_kr^k$ and $Q=r^\gamma\sum_k q_kr^k$ into (3). The coefficient of $r^{\gamma+k-1}$ gives

$$(\gamma+k+\kappa)p_k-\frac Zc q_k=f_k,\qquad \frac Zc p_k+(\gamma+k-\kappa)q_k=h_k,$$

$$f_k=\Big(\frac{\varepsilon}{c}+2c\Big)q_{k-1}-\frac1c\sum_{j=0}^{k-1}v_jq_{k-1-j},\qquad h_k=-\frac{\varepsilon}{c}p_{k-1}+\frac1c\sum_{j=0}^{k-1}v_jp_{k-1-j}.$$

For $k=0$ the right sides vanish. A nonzero solution requires $\gamma^2-\kappa^2+Z^2/c^2=0$, and the regular choice is $\gamma=\sqrt{\kappa^2-Z^2/c^2}$. The two equations for $q_0/p_0$ are then equivalent, but one of them subtracts nearly equal numbers when $Z/c$ is small. The safe forms are

$$\frac{q_0}{p_0}=-\frac{Z/c}{\gamma-\kappa}\ (\kappa<0),\qquad \frac{q_0}{p_0}=\frac{c(\gamma+\kappa)}{Z}\ (\kappa>0).$$

For $k\ge1$ the determinant is $D_k=(\gamma+k)^2-\kappa^2+Z^2/c^2=(\gamma+k)^2-\gamma^2=k(k+2\gamma)>0$, so each order has one solution:

$$p_k=\frac{(\gamma+k-\kappa)f_k+(Z/c)h_k}{D_k},\qquad q_k=\frac{(\gamma+k+\kappa)h_k-(Z/c)f_k}{D_k}.$$

The norm inside the starting radius $r_0$ follows by integrating the squared series term by term. The common factor $r_0^\gamma$ may be dropped from $P$ and $Q$ if $r_0^{2\gamma}$ is dropped from this norm.

## Inward start

For $w=Q/P$, equations (3) give

$$w'=\frac{Q'}{P}-w\frac{P'}{P}=\frac{2\kappa}{r}w-b-aw^2.$$

Far out $w$ varies slowly. Neglecting $w'$ leaves a quadratic equation, whose decaying root is

$$w=\frac1a\left[\frac{\kappa}{r}-\sqrt{\frac{\kappa^2}{r^2}-ab}\right].$$

At large $r$ this gives $P'\simeq awP\simeq-\lambda P$, with $\lambda=\sqrt{-\varepsilon(2+\varepsilon/c^2)}$.

This start is approximate, but its error is forgotten. At equal energy the Wronskian $P_1Q_2-Q_1P_2$ is constant, as (4) below shows, so $w_2-w_1={\rm const}/(P_1P_2)$. Both $P_1$ and $P_2$ grow on the way inward, and the difference of the ratios shrinks accordingly.

## The identity behind the correction

Take solutions at energies $\varepsilon_1$ and $\varepsilon_2$. By (3),

$$\begin{aligned}(P_1Q_2-Q_1P_2)'&=P_1'Q_2+P_1Q_2'-Q_1'P_2-Q_1P_2'\\&=(a_1-a_2)Q_1Q_2+(b_1-b_2)P_1P_2\\&=\frac{\varepsilon_1-\varepsilon_2}{c}(P_1P_2+Q_1Q_2).\end{aligned}\qquad(4)$$

The $\kappa$ terms cancel in pairs: $-\kappa P_1Q_2/r$ from $P_1'$ meets $+\kappa P_1Q_2/r$ from $Q_2'$, and likewise for $Q_1P_2$.

Let solution 1 be the joined trial function and solution 2 the true bound state. At the origin the boundary term vanishes as $r^{2\gamma+1}$, because $q_0/p_0$ does not depend on energy and the $r^{2\gamma}$ terms cancel. At infinity it vanishes exponentially. Integrating over the two sides of $r_m$ gives

$$P_mQ^*_m-Q_{\rm out}P^*_m=\frac ec\int_0^{r_m}(PP^*+QQ^*)\,dr,$$
$$-(P_mQ^*_m-Q_{\rm in}P^*_m)=\frac ec\int_{r_m}^\infty(PP^*+QQ^*)\,dr.$$

Their sum is $-JP_m^*=(e/c)\langle\psi,\psi^*\rangle$, or

$$\varepsilon^*-\varepsilon=\frac{c\,P^*_m\,J}{\langle\psi,\psi^*\rangle}.\qquad(5)$$

No approximation has been made. Replacing the unknown $\psi^*$ by $\psi$ gives (1).

**Why this is Newton's method.** Define $F(\varepsilon)=Q_{\rm out}/P_{\rm out}-Q_{\rm in}/P_{\rm in}=J/P_m$ at fixed $r_m$. Apply (4) to two outward solutions of neighbouring energy, then to two inward ones. With $N_{\rm out}$ and $N_{\rm in}$ the integrals of $P^2+Q^2$ inside and outside $r_m$,

$$\frac{d}{d\varepsilon}\frac{Q_{\rm out}}{P_{\rm out}}=-\frac{N_{\rm out}}{cP_m^2},\qquad \frac{d}{d\varepsilon}\frac{Q_{\rm in}}{P_{\rm in}}=+\frac{N_{\rm in}}{cP_m^2}.$$

The signs differ because $r_m$ is the upper limit of one integral and the lower limit of the other. Hence $F'=-N/(cP_m^2)<0$ with $N=N_{\rm out}+N_{\rm in}$, and $-F/F'=cP_mJ/N=\delta$.

**Nonrelativistic limit.** As $c\to\infty$, (3) gives $cQ\to\frac12(P'+\kappa P/r)$. The $\kappa$ term is continuous at $r_m$, so $\delta\to P_m(P'_{\rm out}-P'_{\rm in})/(2\int P^2dr)$. For $P_m>0$, an outward curve that arrives with too large a slope has bent too little towards the axis, and the energy must rise.

## Proof of quadratic convergence

Scale the trial function so that $P_m=P_m^*$, which is possible because $P_m^*\ne0$. Equation (5) then reads $cP_mJ=-e\langle\psi,\psi^*\rangle$. Inserting this in (1),

$$e_{\rm new}=e+\delta=e\left[1-\frac{\langle\psi,\psi^*\rangle}{\langle\psi,\psi\rangle}\right]=e\,\frac{\langle\psi,\psi-\psi^*\rangle}{\langle\psi,\psi\rangle}.\qquad(6)$$

The regular and the decaying solutions depend smoothly on energy near $\varepsilon^*<0$, and the exponential tail keeps the integrals smooth too. With $P_m$ fixed, therefore, $\psi-\psi^*=e\dot\psi+O(e^2)$. Inserting this in (6) proves (2). One factor $e$ comes from the identity and the other from the error of the wave function.

By the Cauchy–Schwarz inequality, (6) also gives $|e_{\rm new}|\le|e|\,\|\psi-\psi^*\|/\|\psi\|\le Ce^2$ in a neighbourhood of $\varepsilon^*$. If $C|e_0|<1$ there, repeated use gives $C|e_k|\le(C|e_0|)^{2^k}$. The constant $C$ can be chosen uniformly for $r_m$ in a closed, bounded interval that excludes the origin and all zeros of $P^*$, so $r_m$ may change from one iteration to the next.

Since $\dot\psi$ is taken at fixed $P_m$, $K$ is also half the energy derivative of $\ln(N/P_m^2)$ at fixed $r_m$. This form is convenient for computing it.

## Where to match

Choose $r_m$ as the radius where $V(r_m)=\varepsilon$. Beyond it $b<0$, and

$$(PQ)'=aQ^2-bP^2=aQ^2+|b|P^2>0.$$

For the inward solution $PQ\to0$ at infinity, so $PQ<0$ for all $r\ge r_m$, and $P_{\rm in}$ has no zero there. At $\varepsilon=\varepsilon^*$ this shows $P^*_m\ne0$, which is what the convergence proof needs.

A radius near a node is a poor choice. Let $r_m$ lie a small distance $s$ from a node of $P^*$, and scale both pieces to the same fixed $Q_m$. The two derivatives above become $\dot P_{\rm out}=N_{\rm out}/(cQ_m)$ and $\dot P_{\rm in}=-N_{\rm in}/(cQ_m)$. To leading order in $s$, the change of $N/P_m^2$ comes from its denominators:

$$\frac{d}{d\varepsilon}\left[\frac{N_{\rm out}}{P_{\rm out}^2}+\frac{N_{\rm in}}{P_{\rm in}^2}\right]\simeq\frac{2(N_{\rm in}^2-N_{\rm out}^2)}{cQ_mP_m^3}.$$

Divide by $2N/P_m^2$ and use $P_m\simeq P's=aQ_ms$:

$$K\simeq\frac{N_{\rm in}-N_{\rm out}}{c\,a\,Q_m^2\,s}.\qquad(7)$$

Unless the two norms happen to be equal, $K$ diverges as $1/s$ and the useful Newton region shrinks in proportion to $|s|$.

## Selecting the state by counting nodes

Newton's method alone may find a different level. A node $r_n$ of the outward solution obeys $P'dr_n+\dot P\,d\varepsilon=0$. There $P'=aQ$, and (4) gives $\dot P=N(r_n)/(cQ)$, where $N(r_n)$ is the norm integral up to $r_n$. So

$$\frac{dr_n}{d\varepsilon}=-\frac{N(r_n)}{c\,a\,Q^2}<0,$$

and nodes move inward as the energy rises. They are simple, because $P$ and $Q$ cannot vanish together, and they cannot disappear at the origin, where $p_0\ne0$.

To count nodes beyond $r_m$, scale both solutions to $P(r_m)=1$ and continue the outward one. Since the Wronskian is constant and equals $F$,

$$\left(\frac{P_{\rm out}}{P_{\rm in}}\right)'=\frac{aF}{P_{\rm in}^2},\qquad \frac{P_{\rm out}}{P_{\rm in}}=1+F\int_{r_m}^r\frac{a\,dr'}{P_{\rm in}^2}.$$

The integral grows without limit. There is thus one further node if $F<0$ and none if $F\ge0$. The total count is

$$M(\varepsilon)=(\text{nodes of }P_{\rm out}\text{ inside }r_m)+\begin{cases}1,&F<0\\0,&F\ge0.\end{cases}$$

A new node can enter only from infinity, which requires $F=0$, a bound state. Because $F'<0$, $M$ rises by one there. The state with $n_r$ nodes in $P$ therefore lies where $M$ changes from $n_r$ to $n_r+1$, and every shot tightens a bracket around it.

## Pseudocode

For principal quantum number $n$, $n_r=n-l-1$, with $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$. If the ion charge seen at large $r$ is $z>0$, then $-Z^2$ and $-z^2/(2n^2)$ are reasonable first bracket ends. For a neutral, short-range tail ($z=0$) the upper end must instead be a small negative energy at which $M\ge n_r+1$; if there is none, the level is not bound.

```
lo, hi = -Z^2, -z^2/(2 n^2)
require M(lo) <= n_r and M(hi) >= n_r + 1; else widen
eps = -sqrt(lo*hi);  last_move = hi - lo
repeat:
    r_m = radius where V = eps
    integrate P, Q, norm outward from the series to r_m
    integrate P, Q, norm inward from r_m + 20/lambda
    scale both to P(r_m) = 1
    J = Q_out - Q_in;  delta = c*J/(N_out + N_in)
    nodes = sign changes of P_out;  M = nodes + (J < 0)
    if M > n_r: hi = eps   else: lo = eps
    if nodes == n_r and |delta| < 1e-8*|eps|:
        return eps + delta
    if nodes == n_r and lo < eps+delta < hi
       and |delta| < |last_move|/2:
        new = eps + delta
    else:
        new = -sqrt(lo*hi)
    last_move = new - eps;  eps = new
```

The fallback bisects in $\ln|\varepsilon|$, which suits levels spread over several powers of ten.

## Worked example

The model potential is $V=-[1+79\,e^{-r/d}]/r$, with $Z=80$ and $d=0.2$ Å. These are round parameters, and no particular atom is meant. Its Taylor coefficients are $v_j=-79(-1/d)^{j+1}/(j+1)!$. For $\kappa=-1$, $\gamma=0.8119$ and $q_0/p_0=-(Z/c)/(\gamma+1)=-0.3222$.

I used 20 series terms up to $3.31\times10^{-4}$ Å, then an adaptive eighth-order Runge–Kutta method in $\ln r$ with relative tolerance $10^{-12}$. For 6s the bracket runs from $-174153$ to $-0.37794$ eV, so the first energy is $-\sqrt{174153\times0.37794}=-256.55$ eV. Errors below are differences $\varepsilon_k-\varepsilon^*$, measured from the final converged energy.

| $k$ | $\varepsilon_k$ (eV) | $J/P_m$ | error (eV) |
|---|---|---|---|
| 0 | −256.551 | $3.6\times10^{-2}$ | $-2.16\times10^{2}$ |
| 1 | −52.298 | $3.5\times10^{-3}$ | $-1.17\times10^{1}$ |
| 2 | −39.170 | $-6.1\times10^{-4}$ | $1.38$ |
| 3 | −40.517 | $-1.3\times10^{-5}$ | $3.21\times10^{-2}$ |
| 4 | −40.54936 | $-6.7\times10^{-9}$ | $1.63\times10^{-5}$ |

Every trial had the required five nodes, and no bisection was needed. One more iteration met the stopping rule. The result is $\varepsilon_{6s}=-40.5494$ eV, or $-1.4902$ hartree, with $r_m=0.820$ Å.

A central difference of $\frac12\ln(N/P_m^2)$ in energy at this radius gives $K=0.01573$ eV$^{-1}$. From row 3, equation (2) predicts an error of $0.01573\times(0.03214)^2=1.62\times10^{-5}$ eV, in agreement with row 4. For row 0, $K|e|\approx3.4$: that step lies outside the quadratic regime, and its success is not guaranteed by the local proof. Since $K>0$ here, the final approach is from above.

A trial energy 3% too high shows the difference between (5) and (1). The true correction is $-1.2165$ eV, whereas (1) gives $-1.1930$ eV. The remaining $0.0235$ eV is close to $K(1.2165)^2=0.0233$ eV.

Matching $7.14\times10^{-4}$ Å outside the last node, which lies at $0.3568$ Å, raises $K$ to $2.26$ eV$^{-1}$. Equation (7) gives $2.25$ eV$^{-1}$.

The same procedure gives $-90549$ eV for 1s, $-19309$ eV for 2p$_{1/2}$ and $-16994$ eV for 2p$_{3/2}$. The 2p splitting is $2315$ eV in this model, which has a point nucleus and a fixed local potential.

## Cost, stability and failure modes

**Cost.** One iteration needs two integrations of three functions, the third being the running norm. That norm supplies the Newton derivative, so no shot at a second energy is needed. The wave function need not be stored, but $P_{\rm out}$ must be sampled finely enough to count its nodes.

**Direction of integration.** Near the origin the unwanted solution varies as $r^{-\gamma}$, so its share falls as $r^{-2\gamma}$ going outward. In the tail the unwanted solution grows outward, which is why that part is integrated inward. In the example, I halved the starting ratio $w$ at four decay lengths $1/\lambda$ outside $r_m$. The resulting difference in $w$ had shrunk by a factor $1.5\times10^{-3}$ at $r_m$. For this state the 20 decay lengths in the pseudocode leave a wide margin, but high Rydberg levels need more.

**Crude series start.** Suppose the ratio at $r_0$ is wrong by $\Delta w=\tilde w-w^*$ and the iteration converges to $J=0$ at $\tilde\varepsilon$. Integrating (4) from $r_0$ to infinity leaves the lower boundary term:

$$\tilde P(r_0)P^*(r_0)\Delta w=\frac{\tilde\varepsilon-\varepsilon^*}{c}\int_{r_0}^\infty(\tilde PP^*+\tilde QQ^*)\,dr.$$

To first order in $\Delta w$ and for small $r_0$, $\tilde\varepsilon-\varepsilon^*\simeq cP^*(r_0)^2\Delta w/N$. With the leading series term alone, $\Delta w\propto r_0$, so the shift scales as $r_0^{2\gamma+1}$. For 1s and $r_0=6.61\times10^{-5}$ Å it is $-1.08\times10^{-3}$ eV, both by direct solution and by this formula. The iteration converges to the shifted level, where $J=0$, so a small $J$ does not reveal this error.

**Poles of $F$.** If $P_{\rm out}(r_m)$ vanishes at some energy $\varepsilon_p$, then $F\propto1/(\varepsilon-\varepsilon_p)$ nearby at fixed $r_m$, and $\delta=-F/F'\simeq\varepsilon-\varepsilon_p$. The step is small but leads away from the pole. A trial that lands almost on a pole could satisfy the stopping rule by accident. Evaluating $M$ slightly below and above the returned energy settles the matter, since it must change from $n_r$ to $n_r+1$.

**Other potentials.** If $V$ is not monotonic, $V=\varepsilon$ may have several roots, and the proof that $P_{\rm in}$ has no node needs $V>\varepsilon$ everywhere beyond $r_m$. Since $b(r_m)=0$, the outer region where $\kappa^2/r^2>ab$ always begins inside $r_m$. For a nonrelativistic Coulomb level, $ab\simeq2(\varepsilon+Z/r)$ with $\varepsilon=-Z^2/(2n^2)$ puts its start at $\frac{r_m}{2}\left[1+\sqrt{1-\kappa^2/n^2}\right]$. This is $0.93\,r_m$ for $|\kappa|=n/2$ and falls to $r_m/2$ at $|\kappa|=n$. Across this stretch an error in the ratio $Q/P$ of the outward solution is amplified by the factor $P^2(\text{start})/P^2(r_m)$, so for $|\kappa|$ close to a large $n$ the outward solution can lose accuracy there. The useful Newton region shrinks as well, because $r_m$ then lies far out in the tail, where $P_m$ is small and $K$ is large. An earlier matching radius, near the outermost maximum of $|P|$, widens the Newton region and avoids the amplification of the ratio error, but the node count must then be re-examined. It does not by itself make the converged energy more accurate. By $F'=-N/(cP_m^2)$, a ratio error $\Delta w$ at $r_m$ shifts the level by about $cP_m^2\Delta w/N$, and the factor $P_m^2$ cancels the amplification above. For a finite nucleus with regular $V$, set $Z=0$ in the recursion: $\gamma=|\kappa|$, starting with $q_0=0$ for $\kappa<0$ and with $p_0=0$, $q_0\ne0$ for $\kappa>0$. As $\varepsilon\to0$ in an ionic tail $V\simeq-z/r$, the matching radius $r_m\simeq z/|\varepsilon|$ grows faster than $1/\lambda$. The decay just outside $r_m$ is slower than $\lambda$ suggests, so the inward integration must eventually start more than 20 decay lengths beyond $r_m$.
